# Exact Rys quadrature for repulsion integrals over primitive Gaussians: a numerical check

```python
"""Rys quadrature for electron repulsion integrals over primitive Gaussians.

Result under test: for four Cartesian Gaussians of total angular momentum L,
    (ab|cd) = V * integral_0^1 M(t^2) exp(-X t^2) dt,
with M a polynomial of degree at most L, so that a Gauss rule in s = t^2 with
floor(L/2)+1 points is exact.
Symbols: p, q = exponent sums of the two pairs; P, Q = pair centres;
rho = p q/(p+q); X = rho |P-Q|^2; V = prefactor; h_N = squared norm of the
monic orthogonal polynomial of degree N. Atomic units, unnormalised orbitals.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from scipy.integrate import quad
from scipy.special import gamma, gammainc
from pyscf import gto


class Quartet:
    def __init__(self, exponents, centres):
        self.exponents = exponents
        self.centres = np.array(centres, dtype=float)
        a, b, c, d = exponents
        A, B, C, D = self.centres
        self.p, self.q = a + b, c + d
        self.pair = ((a*A + b*B)/self.p, (c*C + d*D)/self.q)
        self.delta = self.pair[0] - self.pair[1]
        self.rho = self.p*self.q/(self.p + self.q)
        self.X = self.rho*(self.delta @ self.delta)
        self.K = math.exp(-a*b/self.p*((A-B) @ (A-B))
                          - c*d/self.q*((C-D) @ (C-D)))
        self.V = (2*math.pi**2.5*self.K
                  / (self.p*self.q*math.sqrt(self.p + self.q)))

    def slopes(self, axis):
        shift = self.rho*self.delta[axis]
        return -shift/self.p, shift/self.q

    def covariances(self):
        p, q, rho = self.p, self.q, self.rho
        cross = Polynomial([0, 1/(2*(p + q))])
        return ((Polynomial([1/(2*p), -rho/(2*p*p)]), cross),
                (cross, Polynomial([1/(2*q), -rho/(2*q*q)])))

    def means(self, axis):
        slope = self.slopes(axis)
        return [Polynomial([self.pair[g//2][axis] - self.centres[g][axis],
                            slope[g//2]]) for g in range(4)]


def axis_polynomial(quartet, axis, powers):
    """Gaussian average of the linear factors on one axis, as polynomial in s."""
    mean, cov = quartet.means(axis), quartet.covariances()

    def average(factors):
        if not factors:
            return Polynomial([1.0])
        first, rest = factors[0], factors[1:]
        total = mean[first]*average(rest)
        for k, other in enumerate(rest):
            total = total + (cov[first//2][other//2]
                             * average(rest[:k] + rest[k+1:]))
        return total

    return average([g for g in range(4) for _ in range(int(powers[g]))])


def full_polynomial(quartet, powers):
    powers = np.array(powers)
    result = Polynomial([1.0])
    for axis in range(3):
        result = result*axis_polynomial(quartet, axis, powers[:, axis])
    return result


def rys_rule(X, N):
    """Nodes in s, weights and h_N, from the recurrence of the polynomials."""
    y, w = np.polynomial.legendre.leggauss(80)
    s = ((y + 1)/2)**2
    w = w/2*np.exp(-X*s)
    previous, current = np.zeros_like(s), np.ones_like(s)
    norms, diagonal = [w.sum()], []
    for k in range(N):
        alpha = w @ (s*current**2)/norms[k]
        beta = norms[k]/norms[k-1] if k else 0.0
        previous, current = current, (s - alpha)*current - beta*previous
        diagonal.append(alpha)
        norms.append(w @ current**2)
    off = [math.sqrt(norms[k+1]/norms[k]) for k in range(N-1)]
    matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    nodes, vectors = np.linalg.eigh(matrix)
    return nodes, norms[0]*vectors[0]**2, norms[N]


def rys_integral(quartet, powers, N):
    nodes, weights, _ = rys_rule(quartet.X, N)
    return quartet.V*(weights @ full_polynomial(quartet, powers)(nodes))


def boys(m, X):
    if X == 0:
        return 1/(2*m + 1)
    return gamma(m + 0.5)*gammainc(m + 0.5, X)/(2*X**(m + 0.5))


# Direct numerical integration of the original orbital products
STEP = 0.15
GRID = STEP*np.arange(-60, 61)


def orbital_products(quartet, axis, powers):
    f = [(GRID - quartet.centres[g][axis])**int(powers[g])
         * np.exp(-quartet.exponents[g]*(GRID - quartet.centres[g][axis])**2)
         for g in range(4)]
    return f[0]*f[1], f[2]*f[3]


def direct_axis(quartet, axis, powers, u2):
    f1, f2 = orbital_products(quartet, axis, powers)
    kernel = np.exp(-u2*(GRID[:, None] - GRID[None, :])**2)
    return STEP**2*(f1 @ kernel @ f2)


y, w = np.polynomial.legendre.leggauss(40)
RADII, RADIAL_WEIGHTS = 6*(y + 1), 6*w
cosine, cosine_weights = np.polynomial.legendre.leggauss(30)
PHI = np.pi*np.arange(20)/20
sine = np.sqrt(1 - cosine**2)
DIRECTIONS = (np.outer(sine, np.cos(PHI)).ravel(),
              np.outer(sine, np.sin(PHI)).ravel(),
              np.outer(cosine, np.ones(20)).ravel())
# half of the azimuth, counted twice: the real part is even under k -> -k
ANGULAR_WEIGHTS = np.outer(cosine_weights, np.full(20, 2*np.pi/20)).ravel()


def coulomb_fourier(quartet, powers):
    """Coulomb energy of the two orbital products, 4 pi/k^2 in Fourier space."""
    powers = np.array(powers)
    products = [orbital_products(quartet, i, powers[:, i]) for i in range(3)]
    total = 0.0
    for k, wk in zip(RADII, RADIAL_WEIGHTS):
        value = np.ones(len(ANGULAR_WEIGHTS), dtype=complex)
        for axis in range(3):
            phase = np.exp(-1j*k*np.outer(DIRECTIONS[axis], GRID))
            f1, f2 = products[axis]
            value *= (phase @ f1)*np.conj(phase @ f2)
        total += wk*(ANGULAR_WEIGHTS @ value.real)
    return total*STEP**6/(2*np.pi**2)


def self_overlap(exponent, powers):
    return math.prod(gamma(n + 0.5)/(2*exponent)**(n + 0.5) for n in powers)


# Gaussian representation of the Coulomb operator
for r in (0.6, 1.3, 2.5):
    value = quad(lambda u: math.exp(-(u*r)**2), 0, np.inf)[0]
    assert abs(2/math.sqrt(math.pi)*value - 1/r) < 1e-8

# Gauss rule: moments against Boys functions, and the first moment missed
for X in (0.0, 0.5, 4.0, 15.0):
    for N in (1, 2, 3, 4):
        nodes, weights, h_N = rys_rule(X, N)
        assert nodes.min() > 0 and nodes.max() < 1 and weights.min() > 0
        for m in range(2*N):
            assert abs(weights @ nodes**m - boys(m, X)) < 1e-12
        missed = boys(2*N, X) - weights @ nodes**(2*N)
        assert abs(missed - h_N) < 1e-12 + 1e-6*h_N

# Worked example: (pz s|pz s) on a line
S, PX, PY, PZ = (0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)
DXY = (1, 1, 0)
line = Quartet((1.0, 1.0, 1.0, 1.0),
               [(0, 0, 0), (0, 0, 1), (0, 0, 2), (0, 0, 3)])
line_powers = (PZ, S, PZ, S)
M = full_polynomial(line, line_powers)
reference = coulomb_fourier(line, line_powers)
one_point = rys_integral(line, line_powers, 1)
two_point = rys_integral(line, line_powers, 2)
boys_sum = line.V*sum(c*boys(m, line.X) for m, c in enumerate(M.coef))
h_1 = rys_rule(line.X, 1)[2]
predicted_error = line.V*M.coef[2]*h_1
assert abs(two_point/reference - 1) < 1e-8
assert abs(boys_sum/reference - 1) < 1e-8
assert abs((reference - one_point)/predicted_error - 1) < 1e-6
normalisation = math.prod(self_overlap(e, n)**-0.5
                          for e, n in zip(line.exponents, line_powers))

print("EXAMPLE 1: (pz s|pz s), centres on the z axis")
print("exponents (bohr^-2):", line.exponents)
print("centres z (bohr):", line.centres[:, 2])
print(f"p, q, rho (bohr^-2): {line.p:.4f} {line.q:.4f} {line.rho:.4f}")
print(f"P_z, Q_z (bohr): {line.pair[0][2]:.4f} {line.pair[1][2]:.4f}")
print(f"X: {line.X:.6f}   K: {line.K:.8f}")
print(f"prefactor V (bohr^5): {line.V:.8f}")
print("mean of z1-A, coefficients of 1, s (bohr):", line.means(2)[0].coef)
print("mean of z2-C, coefficients of 1, s (bohr):", line.means(2)[2].coef)
print("cross covariance, coefficients of 1, s (bohr^2):",
      line.covariances()[0][1].coef)
print("M, coefficients of 1, s, s^2 (bohr^2):", M.coef)
print("Boys F0, F1, F2:", *[f"{boys(m, line.X):.10f}" for m in range(3)])
for N in (1, 2):
    nodes, weights, _ = rys_rule(line.X, N)
    for i in range(N):
        print(f"N={N} node s, weight, M(s) in bohr^2: {nodes[i]:.10f} "
              f"{weights[i]:.10f} {M(nodes[i]):.10f}")
print(f"one-point result (bohr^7): {one_point:.10f}")
print(f"two-point result (bohr^7): {two_point:.10f}")
print(f"Boys-function sum (bohr^7): {boys_sum:.10f}")
print(f"Fourier-space reference (bohr^7): {reference:.10f}")
print(f"h_1: {h_1:.10f}")
print(f"predicted one-point error V c h_1 (bohr^7): {predicted_error:.10f}")
print(f"found one-point error (bohr^7): {reference - one_point:.10f}")
print(f"product of the four normalisation factors (bohr^-8): "
      f"{normalisation:.8f}")
print(f"integral over normalised orbitals (hartree): "
      f"{normalisation*two_point:.10f}")

# Off-axis quartet: the integrand taken from the grid is a polynomial in s
general = Quartet((0.9, 0.7, 1.1, 0.6),
                  [(0, 0, 0), (0.5, -0.3, 0.4), (1.0, 1.2, -0.8),
                   (1.4, 0.6, -1.2)])
powers5 = np.array((DXY, PZ, PX, PZ))
L5 = int(powers5.sum())
ds = 0.12
s_values = ds*np.arange(8)
scale = general.K*(math.pi/math.sqrt(general.p*general.q))**3
stripped = []
for s in s_values:
    u2 = general.rho*s/(1 - s)
    for axis in range(3):
        n = powers5[:, axis]
        formula = (math.pi*math.sqrt((1 - s)/(general.p*general.q))
                   * math.exp(-general.rho*s*general.delta[axis]**2)
                   * axis_polynomial(general, axis, n)(s))
        a, b, c, d = general.exponents
        A, B, C, D = general.centres[:, axis]
        formula *= math.exp(-a*b/general.p*(A-B)**2
                            - c*d/general.q*(C-D)**2)
        assert abs(direct_axis(general, axis, n, u2) - formula) < 1e-11
    product = math.prod(direct_axis(general, i, powers5[:, i], u2)
                        for i in range(3))
    stripped.append(product*math.exp(general.X*s)/(1 - s)**1.5/scale)
difference_L = np.diff(stripped, L5)
difference_next = np.diff(stripped, L5 + 1)
leading_grid = difference_L.mean()/(math.factorial(L5)*ds**L5)
leading_formula = 1.0
for axis in range(3):
    slope = general.slopes(axis)
    leading_formula *= (slope[0]**int(powers5[:2, axis].sum())
                        * slope[1]**int(powers5[2:, axis].sum()))
assert abs(leading_grid/leading_formula - 1) < 1e-6
assert np.abs(difference_next).max() < 1e-5*np.abs(difference_L).min()

print("EXAMPLE 2: off-axis quartet")
print("exponents (bohr^-2):", general.exponents)
for name, centre in zip("ABCD", general.centres):
    print(f"centre {name} (bohr):", centre)
print(f"rho (bohr^-2): {general.rho:.6f}   X: {general.X:.6f}")
print(f"L=5 (dxy pz|px pz), s^5 coefficient from grid (bohr^5): "
      f"{leading_grid:.8f}")
print(f"same coefficient from product of slopes (bohr^5): "
      f"{leading_formula:.8f}")
print(f"largest difference of order 6 over smallest of order 5: "
      f"{np.abs(difference_next).max()/np.abs(difference_L).min():.1e}")

# Number of points for L = 0 ... 6 against the Fourier-space definition
ladder = [(S, S, S, S), (PX, S, S, S), (DXY, S, S, S), (DXY, PZ, S, S),
          (DXY, PZ, PX, S), (DXY, PZ, PX, PZ), (DXY, PZ, DXY, PZ)]
print("L, N=floor(L/2)+1, integral (bohr^(5+L)), rel. error N, N-1 points")
for L, powers in enumerate(ladder):
    assert np.sum(powers) == L
    N = L//2 + 1
    exact = coulomb_fourier(general, powers)
    enough = abs(rys_integral(general, powers, N)/exact - 1)
    assert enough < 1e-8
    if N > 1:
        fewer = abs(rys_integral(general, powers, N - 1)/exact - 1)
        assert fewer > 1e-7
        text = f"{fewer:.2e}"
    else:
        text = "no rule"
    print(f"{L} {N} {exact:.10f} {enough:.0e} {text}")

# All functions of a (dp|pp) shell quartet against PySCF
labels = ("H1", "H2", "H3", "H4")
momenta = (2, 1, 1, 1)
mol = gto.M(atom=[(lab, tuple(c)) for lab, c in zip(labels, general.centres)],
            basis={lab: [[l, [e, 1.0]]] for lab, l, e
                   in zip(labels, momenta, general.exponents)},
            unit="Bohr", cart=True, verbose=0)
d_shell = [(2, 0, 0), (1, 1, 0), (1, 0, 1), (0, 2, 0), (0, 1, 1), (0, 0, 2)]
p_shell = [PX, PY, PZ]
shells = [d_shell, p_shell, p_shell, p_shell]
bare = [self_overlap(e, n) for e, shell in zip(general.exponents, shells)
        for n in shell]
factor = np.sqrt(np.diag(mol.intor("int1e_ovlp_cart"))/np.array(bare))
library = mol.intor("int2e_cart").reshape((15,)*4)[:6, 6:9, 9:12, 12:15]
rules = {N: rys_rule(general.X, N) for N in (2, 3)}
ours = {N: np.zeros(library.shape) for N in rules}
for index in np.ndindex(*library.shape):
    chosen = [shells[g][index[g]] for g in range(4)]
    polynomial = full_polynomial(general, chosen)
    norm = math.prod(factor[start + i] for start, i
                     in zip((0, 6, 9, 12), index))
    for N, (nodes, weights, _) in rules.items():
        ours[N][index] = norm*general.V*(weights @ polynomial(nodes))
errors = {N: np.abs(ours[N] - library).max() for N in rules}
assert errors[3] < 1e-10 and errors[2] > 1e-7
print(f"(dp|pp) integrals compared with PySCF: {library.size}")
print(f"largest integral (hartree): {np.abs(library).max():.8f}")
print(f"largest deviation, 3 points (hartree): {errors[3]:.1e}")
print(f"largest deviation, 2 points (hartree): {errors[2]:.3e}")

# One common centre: the degree drops and fewer points are enough
atom = Quartet(general.exponents, np.zeros((4, 3)))
atom_powers = (DXY, S, PX, PY)
atom_degree = full_polynomial(atom, atom_powers).trim().degree()
atom_exact = coulomb_fourier(atom, atom_powers)
atom_errors = [abs(rys_integral(atom, atom_powers, N)/atom_exact - 1)
               for N in (1, 2)]
assert atom_degree == 2
assert atom_errors[1] < 1e-8 and atom_errors[0] > 1e-3
print("EXAMPLE 3: (dxy s|px py), same exponents, one common centre, L=4")
print(f"degree of M in s: {atom_degree}")
print(f"integral (bohr^9): {atom_exact:.10f}")
print(f"relative error with 1 and 2 points: {atom_errors[0]:.4f} "
      f"{atom_errors[1]:.0e}")

print("finished without a failed check")
```

Running it gives:

```
EXAMPLE 1: (pz s|pz s), centres on the z axis
exponents (bohr^-2): (1.0, 1.0, 1.0, 1.0)
centres z (bohr): [0. 1. 2. 3.]
p, q, rho (bohr^-2): 2.0000 2.0000 1.0000
P_z, Q_z (bohr): 0.5000 2.5000
X: 4.000000   K: 0.36787944
prefactor V (bohr^5): 1.60886724
mean of z1-A, coefficients of 1, s (bohr): [0.5 1. ]
mean of z2-C, coefficients of 1, s (bohr): [ 0.5 -1. ]
cross covariance, coefficients of 1, s (bohr^2): [0.    0.125]
M, coefficients of 1, s, s^2 (bohr^2): [ 0.25   0.125 -1.   ]
Boys F0, F1, F2: 0.4410406954 0.0528406321 0.0175257822
N=1 node s, weight, M(s) in bohr^2: 0.1198089714 0.4410406954 0.2506219318
N=2 node s, weight, M(s) in bohr^2: 0.0577229233 0.3828944523 0.2538834295
N=2 node s, weight, M(s) in bohr^2: 0.5286471374 0.0581462431 0.0366130963
one-point result (bohr^7): 0.1778352894
two-point result (bohr^7): 0.1598240200
Boys-function sum (bohr^7): 0.1598240200
Fourier-space reference (bohr^7): 0.1598240200
h_1: 0.0111950004
predicted one-point error V c h_1 (bohr^7): -0.0180112694
found one-point error (bohr^7): -0.0180112694
product of the four normalisation factors (bohr^-8): 1.03204910
integral over normalised orbitals (hartree): 0.1649462363
EXAMPLE 2: off-axis quartet
exponents (bohr^-2): (0.9, 0.7, 1.1, 0.6)
centre A (bohr): [0. 0. 0.]
centre B (bohr): [ 0.5 -0.3  0.4]
centre C (bohr): [ 1.   1.2 -0.8]
centre D (bohr): [ 1.4  0.6 -1.2]
rho (bohr^-2): 0.824242   X: 2.761186
L=5 (dxy pz|px pz), s^5 coefficient from grid (bohr^5): 0.03813859
same coefficient from product of slopes (bohr^5): 0.03813859
largest difference of order 6 over smallest of order 5: 2.3e-14
L, N=floor(L/2)+1, integral (bohr^(5+L)), rel. error N, N-1 points
0 1 2.3371639063 2e-14 no rule
1 1 0.6880691762 1e-14 no rule
2 2 -0.0019838672 9e-13 1.27e+01
3 2 -0.0124385041 4e-14 1.69e+00
4 3 0.0009538699 6e-14 4.68e-01
5 3 0.0002634619 7e-14 1.32e+00
6 4 -0.0002652814 1e-14 3.20e-02
(dp|pp) integrals compared with PySCF: 162
largest integral (hartree): 0.16304205
largest deviation, 3 points (hartree): 1.1e-14
largest deviation, 2 points (hartree): 2.972e-03
EXAMPLE 3: (dxy s|px py), same exponents, one common centre, L=4
degree of M in s: 2
integral (bohr^9): 0.0325102963
relative error with 1 and 2 points: 0.4444 6e-15
finished without a failed check
```
